# Logarithmic and linear Wannier centres and spreads: behaviour under translation

## Why the centres are discretized with \(\mathrm{Im}\ln M_{nn}\)

### Definitions and conventions

Take \(J\) bands separated by gaps from all others and a uniform mesh of \(N_k\) points that contains \(k=0\), equivalent to a periodic supercell of \(N_k\) cells. The states \(\psi_{nk}=e^{ik\cdot r}u_{nk}\) are normalized in one cell and obey \(\psi_{n,k+G}=\psi_{nk}\) for reciprocal vectors \(G\). The Wannier function is \(w_n=N_k^{-1}\sum_k\psi_{nk}\), normalized in the supercell. Mesh vectors \(b\) come in pairs \(\pm b\) of equal weight \(w_b\), with
\[ \sum_b w_b\,b_\alpha b_\beta=\delta_{\alpha\beta}. \tag{1} \]
The overlaps are \(M_{mn}(k,b)=\langle u_{mk}|u_{n,k+b}\rangle\), so that \(M_{nn}(k,-b)=\langle u_{nk}|u_{n,k-b}\rangle=M_{nn}(k-b,b)^*\). The mesh mean is \(\langle\cdot\rangle_k\), and \(\phi=\mathrm{Im}\ln M_{nn}\), which needs \(M_{nn}\neq0\). The logarithmic (Marzari-Vanderbilt) scheme is
\[ \bar r_n=-\sum_b w_b\,b\,\langle\phi\rangle_k,\qquad \langle r^2\rangle_n=\sum_b w_b\langle 1-|M_{nn}|^2+\phi^2\rangle_k, \tag{2} \]
the linear scheme is
\[ \bar r_n=-\sum_b w_b\,b\,\langle \mathrm{Im}M_{nn}\rangle_k,\qquad \langle r^2\rangle_n=\sum_b w_b\langle 2\,\mathrm{Re}(1-M_{nn})\rangle_k, \tag{3} \]
and the spread is \(\Omega_n=\langle r^2\rangle_n-\bar r_n^2\).

### Both schemes have the same order of accuracy

In \(\langle w_n|e^{-ib\cdot r}|w_n\rangle=N_k^{-2}\sum_{kk'}\int u_{nk}^*\,e^{i(k'-k-b)\cdot r}u_{nk'}\), the product of the \(u\) is cell-periodic, so the sum over cells gives \(N_k\) for \(k'=k+b\) (modulo \(G\), which the periodic gauge absorbs) and zero otherwise. Therefore, exactly,
\[ z_b\equiv\langle M_{nn}(k,b)\rangle_k=\langle w_n|e^{-ib\cdot r}|w_n\rangle. \tag{4} \]
Scheme (3) is linear in \(M\), so it returns \(\sum_b w_b b\langle\sin b\cdot r\rangle\) and \(\sum_b w_b\langle2(1-\cos b\cdot r)\rangle\). The leading terms, \(b\cdot r\) and \((b\cdot r)^2\), give \(\langle r\rangle\) and \(\langle r^2\rangle\) by (1). Since \(w_b\sim b^{-2}\), the next terms are \(O(b^2)\).

In a smooth gauge \(M=1+b\cdot\langle u|\nabla_ku\rangle+O(b^2)\), and normalization makes \(\langle u|\nabla_ku\rangle\) imaginary. Hence \(\phi=O(b)\) and \(\rho\equiv|M|=1-O(b^2)\). Then \(\mathrm{Im}M=\rho\sin\phi=\phi+O(b^3)\), and
\[ 2-2\rho\cos\phi=(1-\rho^2)+(1-\rho)^2+2\rho(1-\cos\phi)=1-\rho^2+\phi^2+O(b^4). \]
After weighting, (2) and (3) differ by \(O(b^2)\). Both estimates assume a smooth periodic gauge, so that the fourth moments of \(|w_n|^2\) are finite. A gap alone does not guarantee one: for bands with nonzero total Chern number every periodic gauge is singular somewhere, the spread grows with the mesh, and the difference between (2) and (3) need not vanish as \(b\to0\). Where a smooth gauge exists, the order of accuracy does not decide between the schemes; behaviour under translation does.

### Translation rotates the overlap

Bloch's theorem gives \(w_n(r-R)=N_k^{-1}\sum_k e^{-ik\cdot R}\psi_{nk}(r)\), so translation by a lattice vector is the gauge change \(u_{nk}\to e^{-ik\cdot R}u_{nk}\), periodic because \(e^{-iG\cdot R}=1\). With separate vectors \(R_n\), \(M_{mn}\to e^{ik\cdot R_m}e^{-i(k+b)\cdot R_n}M_{mn}\). All moduli are fixed, and
\[ M_{nn}\to e^{-ib\cdot R}M_{nn}. \tag{5} \]
Displacing the whole crystal by any vector \(t\) gives \(\psi_k(r-t)=e^{ik\cdot r}e^{-ik\cdot t}u_k(r-t)\), hence the same rule with \(t\) for \(R\).

The logarithm turns the rotation (5) into an addition, \(\phi\to\phi-b\cdot R\), provided the branch is continued in this way on every link. Then, by (1),
\[ \Delta\bar r_n=\sum_b w_b\,b\,(b\cdot R)=R. \]
For the spread, expand a square and use (2) and (1):
\[ \sum_b w_b\langle(\phi+b\cdot\bar r_n)^2\rangle_k=\sum_b w_b\langle\phi^2\rangle_k-2\bar r_n^2+\bar r_n^2, \]
so that
\[ \Omega_n=\sum_b w_b\langle1-|M_{nn}|^2\rangle_k+\sum_b w_b\langle(\phi+b\cdot\bar r_n)^2\rangle_k. \tag{6} \]
The first term contains only moduli. In the second, \(\phi\) falls by \(b\cdot R\) and \(b\cdot\bar r_n\) rises by \(b\cdot R\). Both statements are exact on any mesh.

Translation does not fix the modulus term: \(-\ln|M_{nn}|^2\), equal to \(1-|M_{nn}|^2\) up to \(O(b^4)\), is just as invariant. The quadratic form has a different merit. Since \(\sum_n(1-|M_{nn}|^2)=(J-\mathrm{Tr}M^\dagger M)+\sum_{m\ne n}|M_{mn}|^2\), the total spread splits into \(\Omega_I+\Omega_{OD}+\Omega_D\), with \(\Omega_D\) the sum of the second terms of (6), and \(\Omega_I\) is unchanged under \(M\to U_k^\dagger MU_{k+b}\) because the trace is.

### What the linear scheme measures

In one dimension, with \(N\) points, \(L=Na\), \(b=2\pi/L\) and \(w_b=1/2b^2\), write \(z=C-iS=|z|e^{-i\beta}\) with \(C=\langle\cos bx\rangle\), \(S=\langle\sin bx\rangle\). The pair \(\pm b\) contributes \(z\) and \(z^*\), giving \(x_{\rm lin}=S/b\) and \(b^2\Omega_{\rm lin}=2-2C-S^2=(1-C^2-S^2)+(1-C)^2\). Translation sends \(\beta\to\beta+bR\), so exactly
\[ x_{\rm lin}(R)=\frac{|z|\sin(\beta+bR)}{b},\qquad \Omega_{\rm lin}(R)=\frac{1-|z|^2+[1-|z|\cos(\beta+bR)]^2}{b^2}. \tag{7} \]
The operator \(\sin(bx)/b\) approximates \(x\) only near the origin. The centre cannot exceed \(|z|/b\) in magnitude, and \(R=L/2\) reverses its sign. The second term of the spread measures distance from the origin, so lattice translates of one function receive different spreads.

For \(b|R|\ll1\), use \(\sin(bx)/b=x-b^2x^3/6\) and \(1-C=b^2\langle x^2\rangle/2\) to leading order, with moments of the untranslated function:
\[ \Delta x_{\rm lin}-R\simeq-\frac{b^2}{6}\big(R^3+3R^2\langle x\rangle+3R\langle x^2\rangle\big),\qquad \Delta\Omega_{\rm lin}\simeq\frac{b^2}{4}\big(\langle(x+R)^2\rangle^2-\langle x^2\rangle^2\big). \tag{8} \]
The errors vanish as \(b^2\) at fixed \(R\) but grow as \(R^3\) and \(R^4\).

Changing the centre alone is not enough. The hybrid of the centre from (2) and the second moment from (3) gives, for a point-like function at \(X\), \(2(1-\cos bX)/b^2-X^2=-b^2X^4/12+O(b^4X^6)\), a negative spread.

### In what sense only the logarithm works

Consider rules \(\bar x=-\sum_b w_b b\langle f(M_{nn})\rangle_k\) with one function \(f\) for all meshes. Because \(M(k,-b)=M(k-b,b)^*\), the pair sum is \(-\langle f_o(M)\rangle_k/b\) with \(f_o(M)=[f(M)-f(M^*)]/2\); an even part such as \(\ln|M|\) drops out. Take \(N=1\), where \(M=\langle w|e^{-ibx}|w\rangle\). Two narrow equal peaks at \(x_0\pm d\) give \(M\simeq e^{-ibx_0}\cos bd\), so every value inside the unit disc occurs. Covariance under an arbitrary shift \(t=\theta/b\) requires \(f_o(e^{-i\theta}M)=f_o(M)-\theta\). Setting \(M=\rho e^{i\phi}\) and \(\theta=\phi\) gives \(f_o(M)=\phi+f_o(\rho)\), and \(f_o(\rho)=0\) because \(\rho=\rho^*\). The rule is \(\mathrm{Im}\ln M\). Setting \(\theta=2\pi\) shows that no single-valued \(f\), \(\mathrm{Im}M\) included, can satisfy the condition for all \(\theta\): a branch choice is unavoidable.

Two qualifications follow. Lattice translations on one mesh probe only \(\theta=2\pi n/N\), which leaves freedom: \(f=\phi+0.01\sin^3(12\phi)\) is odd, equals \(\phi+O(\phi^3)\), and is exactly covariant for \(N=12\), since \(12\phi\) moves by \(2\pi n\). And rules that are not link by link exist: replacing \(M_{nn}\) by \(z_b\) in (2) is also exactly covariant, because \(z_b\) obeys (5). That rule is again a logarithm.

The link-by-link form has one further property. For one band in one dimension, \(u_k\to e^{i\theta_k}u_k\) adds \(\theta_{k+b}-\theta_k\) to \(\phi\). The sum \(\sum_k\phi\), the discrete Berry phase, telescopes: a periodic \(\theta\) changes nothing, and \(\theta=-kna\) winds by \(-2\pi n\) and moves the centre by \(na\). Neither \(\mathrm{Im}\,z\) nor \(\arg z\) telescopes, since each link enters as \(|M|e^{i\phi}\). Starting from the parallel-transport gauge, where all \(\phi\) are equal, and taking a \(\theta\) without winding, so that the centre stays fixed and the residual \(\phi+b\bar x\) on each link is \(\theta_{k+b}-\theta_k\), (6) gives the cost \(\Omega_D=\langle(\theta_{k+b}-\theta_k)^2\rangle_k/b^2\).

### Size of the effects in a one-dimensional model

The model has round parameters: an electron in \(V=-V_1\cos(2\pi x/a)-V_2\sin(4\pi x/a)\) with \(a=5\) Å, \(V_1=4\) eV, \(V_2=2\) eV, lowest band (gap 3.94 eV above it), parallel-transport gauge, \(N=12\), \(L=60\) Å, \(b=0.104720\) Å\(^{-1}\), \(b^2=1/(2\times45.5945)=0.0109662\) Å\(^{-2}\). The function is translated in real space and the overlaps are recomputed, with principal values; the program and its output follow this text. Quadrature of \(|w|^2\) gives centre 0.13706 Å, \(\langle x^2\rangle=0.80079\) Å\(^2\) and spread 0.78200 Å\(^2\).

| \(R\) (Å) | \(x_{\log}\) (Å) | \(\Omega_{\log}\) (Å\(^2\)) | \(x_{\rm lin}\) (Å) | \(\Omega_{\rm lin}\) (Å\(^2\)) | \(\Omega_{\rm hyb}\) (Å\(^2\)) |
|---|---|---|---|---|---|
| 0 | 0.13726 | 0.77674 | 0.13667 | 0.77904 | 0.77888 |
| 5 | 5.13726 | 0.77674 | 4.87212 | 2.692 | 0.0385 |
| 10 | 10.13726 | 0.77674 | 8.30210 | 24.92 | −8.92 |
| 15 | 15.13726 | 0.77674 | 9.50753 | 94.60 | −44.15 |
| 30 | −29.86274 | 0.77674 | −0.13667 | 363.94 | −527.82 |

At \(R=0\) the logarithm is not uniformly the more accurate. Relative to quadrature its centre is off by \(+2.0\times10^{-4}\) Å against \(-3.9\times10^{-4}\) Å, but its spread is off by \(-0.0053\) Å\(^2\) (0.7%) against \(-0.0030\) Å\(^2\) (0.4%). All four errors fall by 3.998 to 4.000 from \(N=48\) to \(N=96\), as \(O(b^2)\) requires.

The link phase \(-0.01437389\) gives \(x_{\log}=0.01437389/0.104720=0.13726\) Å. It equals \(-\beta\) because with equal phases \(z=\langle|M|\rangle_ke^{i\phi}\), so the averaged logarithm gives the same centre in this gauge. At \(R=5\) Å, \(\beta+bR=0.014374+0.523599=0.537973\), with sine 0.512396 and cosine 0.858749. With \(|z|=0.99572887\), (7) gives \(x_{\rm lin}=0.510208/0.104720=4.8721\) Å. The spread is \((0.0085240+0.144919^2)/0.0109662=0.7773+1.9151=2.6924\) Å\(^2\). One lattice constant thus costs a shift error \(4.87212-0.13667-5=-0.265\) Å and raises the spread by 1.913 Å\(^2\). The estimates (8) give \(-0.0109662\,(125+10.28+12.01)/6=-0.269\) Å and \(0.0109662\,(27.171^2-0.801^2)/4=2.02\) Å\(^2\). The program tests (8) to 1% on the finer meshes; at \(N=96\) the values are \(-4.205\times10^{-3}\) Å and 0.03157 Å\(^2\), against \(-4.206\times10^{-3}\) Å and 0.03160 Å\(^2\).

Solving the problem again with the potential moved by 1.5 Å shifts \(x_{\log}\) by 1.5 Å to rounding accuracy. The \(\sin^3\) rule misses that shift by 0.065 Å, and misses \(R=a\) on \(N=16\) by \(-0.124\) Å.

The gauge \(\theta=\alpha\sin ka\), \(\alpha=0.3\), has \(\theta_{k+b}-\theta_k=2\alpha\sin(ba/2)\cos(ka+ba/2)\). The mesh mean of \(\cos^2\) is \(1/2\), so \(\Omega_D=2\alpha^2\sin^2(ba/2)/b^2=0.18\times0.066987/0.0109662=1.09953\) Å\(^2\), and \(\Omega_{\log}=0.77674+1.09953=1.87627\) Å\(^2\). The centre \(x_{\log}\) is unchanged, while the linear centre moves by \(-3.3\times10^{-3}\) Å and the averaged-logarithm centre by \(-2.5\times10^{-3}\) Å.

### Where principal values break the result

The principal value is \(\phi+2\pi m(k,b)\) with integer \(m\), and the centre is displaced by
\[ \Delta=-2\pi\sum_b w_b\,b\,\langle m\rangle_k. \]
If \(2\pi m=-b\cdot\Delta\) on every link, as for a supercell translation, the residuals \(\eta=\phi+b\cdot\bar r_n\) in (6) are untouched. This is the last table row: all 12 links wrap and the centre is \(30.137-60\) Å.

In one dimension \(\Delta=-2\pi\langle m\rangle_k/b=-a\sum_km_k\). If a fraction \(p\) of links has \(m=1\), then \(\eta\to\eta+2\pi(m-p)\), and with \(\langle\eta\rangle_k=0\) and \(2\pi/b=L\),
\[ \Delta\Omega=L^2p(1-p)+4\pi\langle\eta m\rangle_k/b^2. \]
For the \(\alpha=0.3\) function at \(R=30\) Å, 6 of 12 links wrap, those with \(\eta<0\). They are consecutive and run from the maximum of \(\theta\) to its minimum, so their \(\eta\) sum to \(-2\alpha\) and \(\langle\eta m\rangle_k=-0.05\). Then \(\Omega=1.876+900-57.30=844.58\) Å\(^2\), the computed value. The centre, \(0.137+30-6\times5=0.137\) Å, looks innocuous; only the spread shows the fault.

In three dimensions a whole pair \(\pm b\) can wrap alone. The check uses an fcc tight-binding model with \(a=6\) Å and \(a_1=(0,1,1)a/2\) and permutations. Orbitals A, B, C sit at \(0,\tau,-\tau\) with \(\tau=(1,1,1)a/4\) and energies \(-3,-2.5,3\) eV. The hoppings are \(-0.4\) eV on four A–B bonds, \(-0.5\) eV on four A–C bonds and \(-0.4,-0.3,-0.2\) eV from B to C in cells \(a_1,a_2,a_3\). The two lower bands (gap 4.20 eV) are projected on A and B and orthonormalized, without minimization, on an \(8^3\) mesh. The eight vectors \(\kappa(\pm1,\pm1,\pm1)\), \(\kappa=2\pi/8a=0.13090\) Å\(^{-1}\), have \(\sum_b bb^T=8\kappa^2\mathbb 1\), so \(w_b=1/8\kappa^2=7.295\) Å\(^2\).

Moving only the B function by \(a_1=(0,3,3)\) Å shifts its logarithmic centre by that vector and leaves its spread (0.0577 Å\(^2\)), the A function, and \(\Omega_I,\Omega_{OD},\Omega_D=0.2082,\,0.0009,\,0.0011\) Å\(^2\) unchanged. The linear scheme gives a shift \((-0.40,2.03,2.03)\) Å and a spread 12.6 Å\(^2\). Its spread is already 0.488 Å\(^2\) before translation, because B is off the origin. A point at \(\tau\) has \(b\cdot\tau=\pi/16\) for three pairs and \(3\pi/16\) for one. That gives \(\langle r^2\rangle=4w_b(3\times0.01921+0.16853)=6.600\) Å\(^2\), centre components \(2w_b\kappa(0.19509+0.55557)=1.4337\) Å and a spurious spread \(6.600-6.166=0.43\) Å\(^2\), which matches the excess \(0.488-0.058\).

For \(R=2a_1+2a_2\) the reduced coordinates of B are near \((2.25,2.25,0.25)\). The angles \(b\cdot r\) are \(2\pi/8\) times 2.25, 2.25, 0.25 and, for \(b_s=\kappa(1,1,1)\), 4.75; only the last exceeds \(\pi\). Then \(\Delta=-4\pi w_bb_s=-(12,12,12)\) Å \(=-2(a_1+a_2+a_3)\), a lattice vector but not a supercell vector. The residuals gain \(2\pi m+b\cdot\Delta\). Expanding the square as for (6) gives \(\sum_bw_b(2\pi m+b\cdot\Delta)^2=8\pi^2w_b-\Delta^2=576-432=144\) Å\(^2\), apart from a cross term linear in the small original residuals. The computed spread is 144.056 Å\(^2\), which is \(144+0.058\) to within 0.002 Å\(^2\).

### What to do

Use (2) for both moments, and fix the branch with a guiding centre \(g_n\):
\[ \phi=\arg\!\big(M_{nn}e^{ib\cdot g_n}\big)-b\cdot g_n. \]
When \(g_n\) moves by \(R\) with the function, the argument of \(\arg\) is unchanged by (5), so \(\phi\to\phi-b\cdot R\) on every link. The guide need not be accurate; the continued phase is recovered whenever \(|\phi+b\cdot g_n|<\pi\) on all links. It restores 30.13726 Å and 1.87627 Å\(^2\) in the chain, and 0.0577 Å\(^2\) in the fcc model. For a function known to be compact, an unexpectedly large spread points to wrapped links. The excess is of order \(L^2\) only when a finite fraction of the links wraps. A single wrapped link in the chain (\(p=1/N\)) with residual \(\eta\) adds \(aL(1-1/N+\eta/\pi)\), of order \(aL\), and in the fcc model one link and its reverse add only about \(8\pi^2w_b/N_k=1.1\) Å\(^2\). For a real function \(u_{n,-k}=u_{nk}^*\) gives \(M_{nn}(-k-b,b)=M_{nn}(k,b)\), so on the even meshes used here links wrap in pairs. The smallest excess is then \(500-29=471\) Å\(^2\) for the \(\alpha=0.3\) chain function (\(p=1/6\), \(\eta=-0.150\) on both links) and about \(2\times1.1=2.2\) Å\(^2\) for the fcc B function. A modest excess therefore does not rule wrapping out. A guide cannot help where some \(M_{nn}\) approaches zero, since an error \(\delta M\) then changes the phase by up to about \(|\delta M|/|M_{nn}|\); that case needs a smoother gauge or a finer mesh. In the chain example \(|M|\) lies between 0.9917 and 0.9985, far from that regime.

## Values computed for the example and the checks

```
1D model: a=5.0 A, V1=4.0 eV, V2=2.0 eV, hbar^2/2m=3.8100 eV A^2, gap=3.9382 eV
N=12, L=60.0 A, b=0.104720 1/A, w_b=45.5945 A^2
quadrature: centre=0.137060 A, <x^2>=0.800787 A^2, spread=0.782002 A^2
C=0.99562601, S=0.01431201, |z|=0.99572887, beta=0.01437389 rad
link phase=-0.01437389 rad, |M| from 0.991682 to 0.998465
R(A) | x_log(A) Om_log(A^2) | x_lin(A) Om_lin(A^2) | Om_hybrid(A^2) | wrapped links
   0 |   0.137261  0.776740 |   0.13667    0.77904 |    0.77888 | 0
   5 |   5.137261  0.776740 |   4.87212    2.69239 |    0.03853 | 0
  10 |  10.137261  0.776740 |   8.30210   24.92363 |   -8.91563 | 0
  15 |  15.137261  0.776740 |   9.50753   94.59524 |  -44.14833 | 0
  20 |  20.137261  0.776740 |   8.16543  208.75465 | -130.08043 | 0
  25 |  25.137261  0.776740 |   4.63540  319.44950 | -290.94539 | 0
  30 | -29.862739  0.776740 |  -0.13667  363.93986 | -527.82467 | 12
R=0 other rules: averaged-log x=0.137261 A, Om=0.777297 A^2; -ln|M|^2 Om=0.781191 A^2
N=48: error log x 1.252e-05 A, Om -3.320e-04 A^2; lin x -2.450e-05 A, Om -1.863e-04 A^2
N=48, R=a: lin shift error -1.6807e-02 A (leading -1.6825e-02), extra Om 1.2596e-01 A^2 (leading 1.2639e-01)
N=96: error log x 3.129e-06 A, Om -8.303e-05 A^2; lin x -6.127e-06 A, Om -4.660e-05 A^2
N=96, R=a: lin shift error -4.2052e-03 A (leading -4.2063e-03), extra Om 3.1571e-02 A^2 (leading 3.1598e-02)
error ratios N=48/N=96: 4.000 3.998 3.999 3.999 3.997 3.990
origin shift t=1.5 A: log error 1e-15 A; phi+0.01 sin^3(12 phi) error 0.06546 A
same rule on N=16, R=a: error -0.12444 A
gauge alpha=0.3: x_log=0.137261 A, Om_log=1.876271 A^2, Om_D=1.099532 A^2
  centre change: lin -3.344e-03 A, averaged-log -2.548e-03 A
  R=30 A: 6 of 12 links wrap; principal x=0.137261 A, Om=844.580 A^2
  guided branch: x=30.137261 A, Om=1.876271 A^2
fcc model: a=6.0 A, mesh 8^3, |b|=0.22672 1/A, w_b=7.2951 A^2
  E(A,B,C)=-3,-2.5,3 eV; t_AB=-0.4, t_AC=-0.5, t_BC=-0.4,-0.3,-0.2 eV; gap=4.2004 eV
  Om_I, Om_OD, Om_D = 0.208247, 0.000913, 0.001130 A^2
  B function: log r=(1.49009, 1.49533, 1.49869) A, Om=0.057695 A^2; lin Om=0.488389 A^2
  R=a1=(0.00000, 3.00000, 3.00000) A: log shift (0.00000, 3.00000, 3.00000) A, Om=0.057695 A^2
  R=a1: lin shift (-0.40017, 2.02859, 2.02859) A, Om=12.575109 A^2
  R=2a1+2a2=(6.00000, 6.00000, 12.00000) A: principal centre error (-12.00000, -12.00000, -12.00000) A
  principal Om=144.056 A^2, guided Om=0.057695 A^2
```
